\section*{Two d Electrons in Ideal Prismatic and Octahedral Ligand Cages}

\section{The simplest case: sigma bonding alone}

A metal ion with two $d$ electrons has six equal ligands at distance $R$. Suppose first that a $d$ orbital couples only to the ligand $p$ orbital pointing at the metal. Its energy then rises with the sum of its squared amplitudes towards the ligands, where an amplitude of 1 belongs to $z^2$ along its own axis.

Put the ligands of a regular octahedron on $\pm x,\pm y,\pm z$. The orbitals $xy,yz,zx$ vanish in all six directions, so their sums are $0,0,0$. For $z^2$ the sum is $2\cdot1+4\cdot\frac14=3$, and for $x^2-y^2$ it is $4\cdot\frac34=3$. Three orbitals share the lowest level, and two electrons occupy two of its six places.

In a trigonal prism the two ligand triangles are eclipsed. If all nine edges have length $a$, each ligand lies $a/\sqrt3$ from the threefold axis $z$ and $a/2$ from the central plane. Its polar angle $\theta$ obeys
\begin{equation}
x\equiv\cos^2\theta=\frac{1/4}{1/4+1/3}=\frac37,\qquad R=a\sqrt{7/12}.
\end{equation}
The amplitude of $z^2$ is $(3x-1)/2=1/7$, so its sum is only $6/49$. The other sums, derived below, are $36/49$ (twice) and $108/49$ (twice). One orbital is lowest, and two electrons of opposite spin fill it.

Pi bonding, electrostatics and electron repulsion can each spoil the second result. None of them can produce a non-degenerate one-electron $d$ level while the field keeps full octahedral symmetry.

\section{What symmetry fixes}

Let $h$ be any one-electron operator, without spin--orbit coupling, that is invariant under the symmetry group of the cage.

\textbf{Octahedron.} Half-turns about $x,y,z$ leave $z^2$ and $x^2-y^2$ unchanged, while each of $xy,yz,zx$ changes sign under two of them, a different two for each. Hence $h$ mixes neither the two sets nor the members of the second. A threefold rotation about $(1,1,1)$ permutes $xy,yz,zx$, so they are degenerate ($t_{2g}$). A quarter-turn about $z$ reverses $x^2-y^2$ but not $z^2$, so these do not mix; the threefold rotation turns $z^2$ into a combination of both, so their energies are equal ($e_g$). The pattern is $3+2$, with no single orbital at any field strength.

\textbf{Prism.} Label orbitals by angular momentum $m$ about $z$. The threefold rotation permits mixing only when $m$ values differ by a multiple of 3, that is, $+2$ with $-1$ and $-2$ with $+1$. The mirror $z\to-z$ forbids this, because $m=\pm2$ is even and $m=\pm1$ is odd. Vertical mirrors make $\pm m$ degenerate. The pattern is $1+2+2$:
\[
a_1'=z^2,\qquad e'=\{x^2-y^2,xy\},\qquad e''=\{xz,yz\}.
\]

Symmetry thus permits a filled single orbital in the prism but does not say that $a_1'$ is lowest. The contrast concerns these two ideal cages. A metal site in an octahedral layer has the lower symmetry $D_{3d}$, which again permits $1+2+2$.

\section{Exact elimination of the ligands}

Energies are measured from the bare $d$ level. All ligand $p$ orbitals lie at $-D$ and do not couple to each other. Let $T$ be the matrix coupling the five $d$ orbitals to the eighteen $p$ orbitals. For amplitudes $\mathbf d,\mathbf p$,
\begin{align}
T\mathbf p&=E\mathbf d, & T^{T}\mathbf d-D\mathbf p&=E\mathbf p .
\end{align}
For $E\ne-D$ the second equation gives $\mathbf p=T^T\mathbf d/(E+D)$. Inserting this in the first gives $TT^T\mathbf d=E(E+D)\mathbf d$. If $\lambda$ is an eigenvalue of $TT^T$, then $E^2+DE-\lambda=0$, and the upper, $d$-like root is
\begin{equation}
E(\lambda)=-\frac D2+\sqrt{\frac{D^2}{4}+\lambda}.
\label{level}
\end{equation}
It increases with $\lambda$, so within this model the order of the $\lambda$ values is the order of the levels, even for strong coupling.

Let $f(\theta,\varphi)$ be a $d$ angular function, scaled so that $z^2$ equals 1 on its axis. With $s=\sin\theta$ and $c=\cos\theta$,
\begin{align}
f_{z^2}&=\tfrac12(3c^2-1),\\
f_{xz}&=\sqrt3\,sc\cos\varphi,\\
f_{x^2-y^2}&=\tfrac{\sqrt3}{2}s^2\cos2\varphi ,
\end{align}
and the partners $yz,xy$ have sines. Seen from axes with $z'$ along the ligand, the sigma amplitude is $f$. A small tilt $\delta$ from $z'$ changes $x'z'$ by $\sqrt3\,\delta$ and the other orbitals only at second order, so the two pi amplitudes are
\begin{equation}
g_\theta=\frac1{\sqrt3}\frac{\partial f}{\partial\theta},\qquad
g_\varphi=\frac1{\sqrt3\,s}\frac{\partial f}{\partial\varphi}.
\end{equation}
A diagonal element of $TT^T$ is $\sum_{\rm ligands}[V_\sigma^2f^2+V_\pi^2(g_\theta^2+g_\varphi^2)]$.

In code it is convenient to store each orbital as a traceless symmetric tensor $Q_i$ with $\operatorname{tr}Q_i^2=1$. Then $f_i=\sqrt{3/2}\,\mathbf u\cdot Q_i\mathbf u$ for a ligand along the unit vector $\mathbf u$, and the tangential gradient of $f_i$ divided by $\sqrt3$ is $\sqrt2$ times the part of $Q_i\mathbf u$ normal to $\mathbf u$. The coupling row is
\begin{equation}
\mathbf T_i=V_\sigma\sqrt{\tfrac32}(\mathbf u\!\cdot\! Q_i\mathbf u)\mathbf u
+V_\pi\sqrt2\,[Q_i\mathbf u-(\mathbf u\!\cdot\! Q_i\mathbf u)\mathbf u].
\label{row}
\end{equation}

\section{Levels of the two cages}

In the prism, $\cos^2$ and $\sin^2$ of $\varphi$ or $2\varphi$ average to $\frac12$ over each triangle. The pi amplitudes are
\begin{align}
z^2:&\quad g_\theta=-\sqrt3\,sc,\quad g_\varphi=0,\\
x^2-y^2:&\quad g_\theta=sc\cos2\varphi,\quad g_\varphi=-s\sin2\varphi,\\
xz:&\quad g_\theta=(2c^2-1)\cos\varphi,\quad g_\varphi=-c\sin\varphi .
\end{align}
Squaring these and summing over six ligands with $c^2=x$, $s^2=1-x$ gives
\begin{align}
\lambda_{a_1'}&=\tfrac32(3x-1)^2V_\sigma^2+18x(1-x)V_\pi^2,\label{a1}\\
\lambda_{e'}&=\tfrac94(1-x)^2V_\sigma^2+3(1-x^2)V_\pi^2,\\
\lambda_{e''}&=9x(1-x)V_\sigma^2+3[(2x-1)^2+x]V_\pi^2 .
\end{align}
At $x=3/7$ these become
\begin{align}
49\lambda_{a_1'}&=6V_\sigma^2+216V_\pi^2,\\
49\lambda_{e'}&=36V_\sigma^2+120V_\pi^2,\\
49\lambda_{e''}&=108V_\sigma^2+66V_\pi^2 .
\end{align}
Therefore $49(\lambda_{e'}-\lambda_{a_1'})=30V_\sigma^2-96V_\pi^2$, and $a_1'$ lies below $e'$ if and only if
\begin{equation}
V_\pi^2/V_\sigma^2<5/16 .
\label{ratio}
\end{equation}
Lying below $e''$ requires $102V_\sigma^2>150V_\pi^2$, which is weaker.

For the octahedron return to cubic axes. The orbital $xy$ has one unit pi amplitude at each of the four ligands on $\pm x,\pm y$. The $e_g$ orbitals are stationary along all six directions and have no pi amplitude. With the sigma sums of the first section,
\begin{equation}
\lambda_{t_{2g}}=4V_\pi^2,\qquad \lambda_{e_g}=3V_\sigma^2 .
\end{equation}

\section{Point charges favour the other order}

Replace covalency by ligand charges $-Z$, and place the $d$ electron on a shell of radius $\rho R$ with $\rho<1$ (atomic units in this section). In the multipole expansion of the repulsion, threefold symmetry leaves only axial terms for $m=0$ and $m=\pm2$, with $\ell\le4$:
\begin{equation}
E_m=\frac{6Z}{R}\left[1+\rho^2P_2(c)\langle P_2\rangle_m+\rho^4P_4(c)\langle P_4\rangle_m\right].
\end{equation}
With $\zeta$ the cosine of the electron's polar angle, the densities $\frac58(3\zeta^2-1)^2$ for $m=0$ and $\frac{15}{16}(1-\zeta^2)^2$ for $|m|=2$ give
\begin{align}
\langle\zeta^2\rangle_0&=\tfrac{11}{21}, & \langle\zeta^4\rangle_0&=\tfrac37, &
\langle\zeta^2\rangle_2&=\tfrac17, & \langle\zeta^4\rangle_2&=\tfrac1{21}.
\end{align}
Hence $\langle P_2\rangle_{0,2}=\frac27,-\frac27$ and $\langle P_4\rangle_{0,2}=\frac27,\frac1{21}$. At $x=3/7$, $P_2(c)=\frac17$ and $P_4(c)=-\frac37$, so
\begin{equation}
E_{e'}-E_{a_1'}=\frac{6Z}{49R}\,(5\rho^4-4\rho^2).
\label{charge}
\end{equation}
This is negative for $\rho^2<4/5$. The same axial expansion holds for $m=\pm1$. The averages of $P_2$ and of $P_4$ summed over all five orbitals vanish, so $\langle P_2\rangle_1=\frac17$ and $\langle P_4\rangle_1=-\frac4{21}$. Hence $E_{e''}-E_{e'}=\frac{6Z}{49R}(3\rho^2+5\rho^4)>0$. For a compact shell, point charges alone would put $e'$ lowest; in this description covalent sigma coupling is what puts $a_1'$ there.

\section{The price of pairing}

Let $\Delta=E_{e'}-E_{a_1'}$. To first order in the repulsion, the singlet $(a_1')^2$ has energy $2E_{a_1'}+J_{00}$. The triplet $a_1'e'$ has $E_{a_1'}+E_{e'}+J_{02}-K_{02}$. Here 0 denotes $z^2$, 2 denotes $x^2-y^2$, and $J,K$ are Coulomb and exchange integrals for pure $d$ orbitals. Thus
\begin{equation}
E_T-E_S=\Delta-(J_{00}-J_{02}+K_{02}).
\end{equation}
The $F^0$ terms cancel. The density of $z^2$ is axial, so the coefficients of the Slater integrals $F^2,F^4$ in $J$ are products of the averages above: $\frac4{49},\frac4{49}$ in $J_{00}$ and $-\frac4{49},\frac2{147}$ in $J_{02}$.

For $K_{02}$, expand the product of the two normalized orbitals in harmonics, with coefficients $\sqrt{(2k+1)/4\pi}\,c_k$. The $k=2$ harmonic is $x^2-y^2$ itself, so $c_2=\langle P_2\rangle_2=-\frac27$. The norm of the product gives
\begin{equation}
5c_2^2+9c_4^2=\tfrac54\langle(3\zeta^2-1)^2\rangle_2=\tfrac57,
\end{equation}
so $c_4^2=\frac19(\frac{35}{49}-\frac{20}{49})=\frac5{147}$. Adding the parts,
\begin{equation}
J_{00}-J_{02}+K_{02}=\tfrac{12}{49}F^2+\tfrac5{49}F^4=12B+3C,
\end{equation}
where $B=F^2/49-5F^4/441$ and $C=35F^4/441$ are the Racah parameters. To first order, the paired prism is the ground state only if $\Delta>12B+3C$.

\section{Worked example}

The parameters are rough round values in the regime of a group-6 disulfide monolayer such as MoS$_2$: $a\approx0.32$~nm, $D=4$~eV, $V_\sigma=3.5$~eV and $V_\pi=-1.2$~eV. Bond length and couplings are held fixed when the cages are compared. Then $R\approx0.24$~nm, $V_\sigma^2=12.25$ and $V_\pi^2=1.44$~eV$^2$. For the prism,
\begin{align}
\lambda_{a_1'}&=\frac{6(12.25)+216(1.44)}{49}=7.848\ \mathrm{eV}^2,\\
E_{a_1'}&=-2+\sqrt{4+7.848}=1.442\ \mathrm{eV}.
\end{align}
In the same way $E_{e'}=2.065$ and $E_{e''}=3.739$~eV. The gap is $\Delta=0.623$~eV ($0.0229$ hartree). The coupling ratio is $0.118$, inside the limit (\ref{ratio}). If the prism is stretched at these couplings, $a_1'$ and $e'$ cross at a height of 1.13 edges. The octahedron has $E_{t_{2g}}=1.124$ and $E_{e_g}=4.384$~eV. Two electrons fill the lowest prismatic level completely and the lowest octahedral level to one third.

\textbf{Pairing.} With $B=0.04$ and $C=0.16$~eV the cost is $0.48+0.48=0.96$~eV, more than $\Delta$. Diagonalizing the full two-electron $d^2$ problem gives $E_T-E_S=-0.20$~eV. The isolated prismatic site is therefore a triplet for these numbers, and its lowest orbital is not doubly filled, provided $B$ and $C$ are read as effective values for the covalent orbitals. The sign is sensitive to this reading. The $a_1'$ and $e'$ levels have $d$ weights $(E+D)/(2E+D)$ of only $0.79$ and $0.75$. Weighting the $F^2,F^4$ terms by these shares gives $E_T-E_S=+0.10$~eV, while the $F^0$ terms then no longer cancel and favour the triplet. The site is best regarded as close to the singlet--triplet crossing. With $C=4B$ the singlet needs $B<0.029$~eV; the first-order estimate is $\Delta/24=0.026$~eV. The octahedral site has $E_T-E_S=-0.57$~eV and a threefold orbital degeneracy in its ground triplet.

\textbf{Smaller terms.} Ligand charges of $0.5e$ and a shell radius of $0.09$~nm change the prismatic gap by $-0.17$~eV through (\ref{charge}). A spin--orbit constant $\xi=0.08$~eV splits $m=\pm2$ by $\pm\xi$ to first order and reduces the gap to $0.54$~eV if the levels are treated as pure $d$ ($0.56$~eV if $\xi$ acts only on their $d$ part). In the octahedron it leaves a lowest level with four places, still only half filled. If repulsion is ignored, the factor $2e^{-\Delta/kT}$ at 300~K is of order $10^{-10}$, so thermal excitation across the one-electron gap is negligible.

\section{A distorted octahedron}

Keep the triangles staggered and change $x$ from $1/3$ at fixed $R$. Equation (\ref{a1}) still holds for $z^2$, now called $a_{1g}$, because its amplitudes do not depend on $\varphi$. Its sigma term is quadratic in the distortion, so $d\lambda_{a_{1g}}/dx=18(1-2x)V_\pi^2=6V_\pi^2$ at $x=1/3$.

The doublet from $t_{2g}$ follows from a trace. Each ligand contributes $2V_\pi^2$ to the pi trace over all five orbitals, whatever its direction. The $e_g$ pi amplitudes and $t_{2g}$ sigma amplitudes start from zero and contribute only at second order, as does mixing between the sets. The first-order trace over $t_{2g}$ is therefore unchanged, and the $\lambda$ of each doublet member has slope $-3V_\pi^2$ in $x$:
\begin{equation}
\left.\frac{d(\lambda_{a_{1g}}-\lambda_e)}{dx}\right|_{1/3}=9V_\pi^2 .
\end{equation}
A slight flattening lowers $x$ and puts the single orbital lowest. Tilting the ligands by $2^\circ$ gives $E_{a_{1g}}-E_e=-0.04$~eV when flattened and $+0.10$~eV when elongated. The slightly flattened cage thus has a single lowest orbital, but its gap is far below the pairing cost. This order does not persist: the quadratic sigma term raises $a_{1g}$ again, and at these couplings the doublet is lowest once the flattening exceeds about $5^\circ$.

\section{Filling does not decide stability}

The two frontier electrons cost $2(1.442-1.124)=0.64$~eV more in the prism. The filled ligand-like levels also change. The sum of all 23 cluster levels is fixed at $-18D$, so the energy of the 38 electrons is a constant minus the energy of the empty places. These contribute $4(E_{e'}+E_{e''})$ in the prism and $4(E_{t_{2g}}+E_{e_g})$ in the octahedron. The total is $1.19$~eV lower for the prism. This omits repulsion and overlap between ligands and is not a prediction of structure.

\section{From one site to a layer}

In a layer each ligand is shared by three metals. With five $d$ and six $p$ orbitals per cell, the coupling block is
\begin{equation}
H_{dp}(\mathbf k)=\sum_j e^{i\mathbf k\cdot\mathbf r_j}T_j ,
\end{equation}
where $\mathbf r_j$ is the in-plane part of bond $j$, $T_j$ comes from (\ref{row}), and the upper and lower ligands fill separate columns. Direct hopping adds $2\sum\cos(\mathbf k\cdot\mathbf a)\,W(\mathbf a)$ over three metal--metal directions. About the bond axis, $W$ has the values $-0.8,0.3,0.1$~eV for $|m|=0,1,2$. The same values serve both structures. Two electrons per cell must fill the lowest $d$ band if the layer is to be a non-magnetic band insulator.

On a $36\times36$ mesh the prismatic layer has a gap of $0.98$~eV above that band. In the octahedral layer the two lowest $d$ bands touch and overlap in energy by $0.67$~eV, so it is metallic in this model although $D_{3d}$ permits a single orbital.

The filled prismatic band is not the local $a_1'$ orbital carried through the zone. At $\Gamma$ and K, threefold rotation and the horizontal mirror keep $z^2$ apart from the other $d$ orbitals. The $z^2$ share of the band's $d$ part is 1 at $\Gamma$ and 0 at K. The layer gap is thus a band property and should not be identified with $\Delta$.

Aligning all spins with one electron per cell in each of the two lowest bands would cost $2.26$~eV per cell in one-electron energy, against $0.62$~eV at the isolated site. The second and third bands overlap, so the cheapest aligned filling costs slightly less, $2.22$~eV. This suggests why a layer can stay paired even when the isolated site would not. It remains a conjecture here, since repulsion between band electrons was not calculated.

Real monolayer MoS$_2$ is prismatic, non-magnetic and semiconducting, with an optical gap of roughly 2~eV. The model's smallest separation at equal $\mathbf k$ is $1.5$~eV, at M. Its smaller overall gap is indirect, from the top of the filled band at M to the bottom of the next band at $\Gamma$, so neither edge lies at K, whereas the real monolayer is generally regarded as a direct-gap material at K. The crystal-field assumption of isolated sites fails in the layer model: the lowest $d$ band of the prismatic layer is about $1.5$~eV wide, more than twice $\Delta$, and has no $z^2$ part at K. Coupling between ligands and electron repulsion are still missing from the layer model. The octahedral form of the real material tends to distort by drawing metal atoms together, which the undistorted model excludes. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
metal spacing = 0.316 nm; prism bond = 0.2413 nm
D = 4.0 eV; V_sigma = 3.5 eV; V_pi = -1.2 eV
group orders octahedron, prism, D3d: 48 12 12
degeneracies octahedron, prism, D3d: [2, 3] [1, 2, 2] [1, 2, 2]
prism lambda a1', e', e'' (eV^2): 7.848 12.527 28.94
prism a1' = 1.442 eV; e' = 2.065 eV; e'' = 3.739 eV
prism gap e' - a1' = 0.623 eV = 0.0229 hartree
octahedron lambda t2g, eg = 5.760, 36.750 eV^2
octahedron t2g = 1.124 eV; eg = 4.384 eV; split = 3.259 eV
filling of lowest level: prism 1.000, octahedron 0.333
V_pi^2/V_sigma^2 = 0.1176; limit = 0.3125
largest prism height/edge with a1' lowest = 1.130
two frontier electrons, prism - octahedron = 0.636 eV
all 38 cluster electrons, prism - octahedron = -1.188 eV
ligand charge = 0.5 e; d shell radius = 0.09 nm
point-charge change of prism gap = -0.168 eV
Racah B = 0.040 eV; C = 0.160 eV
first-order pairing cost 12B+3C = 0.960 eV
prism triplet - singlet, full d2 = -0.201 eV
octahedron triplet - singlet, full d2 = -0.570 eV
octahedron ground triplet orbital degeneracy = 3
prism singlet needs B below (C=4B) = 0.0292 eV
first-order estimate of that B = 0.0260 eV
spin-orbit constant = 0.080 eV
prism gap with spin-orbit = 0.544 eV
octahedron: lowest spin-orbit level holds 4
octahedron: next spin-orbit level above by 0.123 eV
a1g - e, octahedron flattened 2 deg = -0.0413 eV
a1g - e, octahedron elongated 2 deg = 0.0955 eV
kT at 300 K = 0.0259 eV; 2exp(-gap/kT) = 6.8e-11
d-d hopping sigma, pi, delta = -0.8, 0.3, 0.1 eV
prism layer: min(band 2) - max(band 1) = 0.976 eV
prism layer: least same-k separation = 1.4972 eV
prism layer: width of lowest d band = 1.463 eV
prism layer: mean band separation = 2.261 eV
octahedron layer: min(band 2) - max(band 1) = -0.671 eV
octahedron layer: least same-k separation = 0.0000 eV
octahedron layer: width of lowest d band = 1.748 eV
octahedron layer: mean band separation = 1.131 eV
prism lowest d band, z2 share of d part: Gamma 1.000, K 0.000
\end{verbatim}
